# Magnetophonon Resonance from Landau-Level Edges and Its Temperature Dependence, part 1

(Sections cited here and not found follow in the second part.)

## 1. Landau-level edges and the logarithmic resonance

### Two edges that meet

Consider an electron in the lowest Landau level of a bulk semiconductor. The magnetic field has frozen its transverse motion into a discrete level, but it still moves freely along the field, with kinetic energy $\varepsilon=\hbar^2k^2/2m$. Since $dk/d\varepsilon\propto\varepsilon^{-1/2}$, the density of states diverges at the bottom of the level.

Let the electron absorb an optical phonon of energy $\hbar\omega_0$ and arrive in the $N$th higher level. The levels are spaced by $\hbar\omega_c$, so energy conservation leaves it with longitudinal energy $\varepsilon+\Delta$, where $\Delta=\hbar\omega_0-N\hbar\omega_c$. For $\Delta>0$, the number of available pairs of states with $\varepsilon$ below some energy $W$ is proportional to

$$
P(\Delta)=\int_0^W\frac{d\varepsilon}{\sqrt{\varepsilon(\varepsilon+\Delta)}} .
\tag{1}
$$

Put $\varepsilon=\Delta\sinh^2t$. Then $d\varepsilon=2\Delta\sinh t\cosh t\,dt$, while the square root is $\Delta\sinh t\cosh t$, and

$$
P(\Delta)=2\,\mathrm{arsinh}\sqrt{W/\Delta}\;\simeq\;\ln\frac{4W}{\Delta}
\qquad(\Delta\ll W).
\tag{2}
$$

The count diverges when $\hbar\omega_0=N\hbar\omega_c$. One singular density would not suffice: $\int_0^Wd\varepsilon\,\varepsilon^{-1/2}=2\sqrt W$ is finite. The resonance arises because the phonon connects one edge to another. It remains to show that the resistance inherits this divergence, that the coupling does not cancel it, and that all Landau levels contribute at the same field.

### Model and orbit centres

The electrons have charge $-e$ with $e>0$, a parabolic band of mass $m$, density $n_e$, and Boltzmann statistics at temperature $T$. Spin splitting is neglected. The longitudinal optical (LO) phonons have a single frequency $\omega_0\equiv\omega_{\rm LO}$ and remain in equilibrium. Write $\beta=1/k_BT$.

With $\mathbf B$ along $z$ and vector potential $\mathbf A=(0,Bx,0)$, the Hamiltonian for wave number $k_y$ is

$$
H=\frac{p_x^2}{2m}+\frac{(\hbar k_y+eBx)^2}{2m}+\frac{\hbar^2k^2}{2m}.
\tag{3}
$$

This is an oscillator centred at $X=-l^2k_y$, where $l^2=\hbar/eB=\hbar/m\omega_c$ and $\omega_c=eB/m$. Its energies are

$$
E_{nk}=(n+\tfrac12)\hbar\omega_c+\frac{\hbar^2k^2}{2m},
\qquad n=0,1,2,\ldots
\tag{4}
$$

They do not depend on $X$. Absorbing a phonon of wave vector $\mathbf q$ changes $k_y$ by $q_y$ and hence moves the centre by $\Delta X=-l^2q_y$. Emission moves it by $+l^2q_y$.

In a strong field the electron can travel along $x$ over long distances by such hops of its centre. To lowest order in the coupling, hops of opposite sign are equally likely from any given $n$ and $k$. Successive displacements are therefore uncorrelated, and the diffusion constant is

$$
D=\tfrac12\Big\langle\sum_f W_{i\to f}(\Delta X)^2\Big\rangle ,
\tag{5}
$$

with the thermal average taken over initial states $i$.

The conductivity follows from equilibrium in a static field $E=-d\phi/dx$. The Boltzmann density is $n\propto e^{e\phi/k_BT}$, so $dn/dx=-neE/k_BT$. The diffusion particle flux $-D\,dn/dx$ carries the charge current $+eD\,dn/dx$. The total current vanishes, $\sigma_{xx}E+eD\,dn/dx=0$, which gives

$$
\sigma_{xx}=\frac{n_ee^2D}{k_BT}.
\tag{6}
$$

Define an effective rate $\nu$ by

$$
\sigma_{xx}=\frac{n_ee^2\nu}{m\omega_c^2},
\qquad
\nu=\frac{m\omega_c^2D}{k_BT}.
\tag{7}
$$

For $\nu\ll\omega_c$ the Hall conductivity has magnitude $n_ee/B$. Then $\sigma_{xx}/|\sigma_{xy}|=\nu/\omega_c$, and inversion of the conductivity tensor gives

$$
\rho_{xx}\simeq\frac{\sigma_{xx}}{\sigma_{xy}^2}
=\frac{n_ee^2\nu}{m\omega_c^2}\,\frac{B^2}{n_e^2e^2}
=\frac{m\nu}{n_ee^2},
\tag{8}
$$

with relative corrections of order $(\nu/\omega_c)^2$. More frequent hopping raises both $\sigma_{xx}$ and $\rho_{xx}$. The resonances are therefore maxima of the transverse resistivity.

### Phonon rates

The electron–phonon coupling is $\sum_{\mathbf q}(C_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}b_{\mathbf q}+\text{h.c.})$, where $b_{\mathbf q}$ removes a phonon. For unscreened Fröhlich coupling,

$$
|C_{\mathbf q}|^2=\frac{4\pi\alpha(\hbar\omega_0)^2r_0}{Vq^2},
\qquad r_0=\sqrt{\frac{\hbar}{2m\omega_0}},
\tag{9}
$$

where $\alpha$ is the dimensionless coupling constant and $V$ the volume. Let $N_0=1/(e^x-1)$ be the phonon number, with $x=\hbar\omega_0/k_BT$. The golden rule for absorption gives

$$
W^{\rm abs}_{i\to f}=\frac{2\pi}{\hbar}N_0|C_{\mathbf q}|^2
|\langle f|e^{i\mathbf q\cdot\mathbf r}|i\rangle|^2
\delta(E_f-E_i-\hbar\omega_0).
\tag{10}
$$

Emission has $N_0+1$ in place of $N_0$. For an emission from $i$ to $f$, $E_i=E_f+\hbar\omega_0$, so

$$
e^{-\beta E_i}(N_0+1)=e^{-\beta E_f}e^{-x}(N_0+1)=e^{-\beta E_f}N_0 .
\tag{11}
$$

Its thermal weight equals that of the reverse absorption, which has the same $(\Delta X)^2$. The two processes contribute equally to (5), and the factor $\tfrac12$ disappears:

$$
D=l^4\Big\langle\sum_fW^{\rm abs}_{i\to f}\,q_y^2\Big\rangle .
\tag{12}
$$

### The transverse matrix element

For given $i$ and $\mathbf q$, the final $k_y$ and $k'=k+q_z$ are fixed, and the final level $n'$ remains free. Let $\varphi_n$ be the real oscillator functions. Measured from the final centre, $y=x-X'$, the matrix element is, up to a phase,

$$
J_{n'n}=\int dy\,e^{iq_xy}\varphi_{n'}(y)\varphi_n(y+\Delta X)
=\langle n'|e^{iq_xy}e^{i\Delta X\,p/\hbar}|n\rangle .
\tag{13}
$$

The commutator of the two exponents is a number, so the exponentials combine into one, again up to a phase. With $y=l(a+a^\dagger)/\sqrt2$ and $p=-i\hbar(a-a^\dagger)/\sqrt2\,l$, the combined exponent is $\zeta a^\dagger-\zeta^*a$, where

$$
\zeta=\frac{iq_xl-\Delta X/l}{\sqrt2},
\qquad |\zeta|^2=\frac{l^2(q_x^2+q_y^2)}2\equiv u .
\tag{14}
$$

The phase of $\zeta$ can be absorbed into $a$, so $|J_{n'n}|^2$ depends on $q_x$ and $q_y$ through $u$ alone.

Its integral over $u$ has a simple value. Parseval's theorem applied to (13) gives

$$
\int dq_x|J_{n'n}|^2=2\pi\int dy\,\varphi_{n'}^2(y)\varphi_n^2(y+\Delta X).
$$

Now integrate over $q_y$, using $|dq_y|=|d\Delta X|/l^2$ and the normalization of both functions. The result is $2\pi/l^2$. Since $dq_xdq_y$ becomes $(2\pi/l^2)du$ after the angular integration,

$$
\int_0^\infty du\,|J_{n'n}(u)|^2=1
\qquad\text{for every }n,n'.
\tag{15}
$$

### Assembling the rate

Insert (9) and (10) in (12), and use $\sum_{\mathbf q}=V(2\pi)^{-3}\int d^3q$. The angular average of $q_y^2$ is $q_\perp^2/2$. With $w=l^2q_z^2/2$,

$$
\frac{q_\perp^2}{q_\perp^2+q_z^2}=\frac{u}{u+w},
\qquad
G_{n'n}(w)=\int_0^\infty du\,|J_{n'n}(u)|^2\frac{u}{u+w}.
\tag{16}
$$

The numerical factors are $2\pi$ from the golden rule, $4\pi$ from the coupling, $\tfrac12\cdot2\pi$ from the transverse integral, and $1/8\pi^3$ from the density of wave vectors. Their product is one:

$$
D=\frac{l^2\alpha N_0(\hbar\omega_0)^2r_0}{\hbar}
\Big\langle\sum_{n'}\int dk'\,G_{n'n}(w)\,\delta(E_f-E_i-\hbar\omega_0)\Big\rangle .
\tag{17}
$$

The initial state has level probability $p_n=(1-e^{-\beta\hbar\omega_c})e^{-n\beta\hbar\omega_c}$ and longitudinal distribution $\hbar(2\pi mk_BT)^{-1/2}e^{-\beta\varepsilon}dk$. For each sign of $k$, $|dk|=\sqrt{m/2\hbar^2\varepsilon}\,d\varepsilon$. Write $M=n'-n$ and

$$
\Delta_M=\hbar\omega_0-M\hbar\omega_c,
\qquad \varepsilon'=\varepsilon+\Delta_M .
\tag{18}
$$

Two of the four sign combinations of $k$ and $k'$ give $w_-$ and two give $w_+$, where $w_\pm=(\sqrt{\varepsilon'}\pm\sqrt\varepsilon)^2/\hbar\omega_c$. With $\bar G=\tfrac12[G(w_-)+G(w_+)]$, the double integral over $k,k'$ is therefore $2m/\hbar^2$ times an integral over $\varepsilon$. Collect these integrals in

$$
S=\sum_{n,n'}p_n\int d\varepsilon\,
\frac{e^{-\beta\varepsilon}}{\sqrt{\varepsilon(\varepsilon+\Delta_M)}}\,\bar G_{n'n},
\tag{19}
$$

where the integral covers energies for which $\varepsilon$ and $\varepsilon+\Delta_M$ are both positive. From (7), (17) and $l^2=\hbar/m\omega_c$,

$$
\nu=\frac{\omega_c}{k_BT}\,\alpha N_0(\hbar\omega_0)^2r_0\,
\frac2\hbar\sqrt{\frac{m}{2\pi k_BT}}\;S .
$$

Since $r_0\sqrt m=\sqrt{\hbar/2\omega_0}$, the factors combine to

$$
\boxed{\;\nu=\frac{\alpha\omega_c}{\sqrt\pi}\,x^{3/2}N_0\,S\;}
\tag{20}
$$

### The coefficient of the divergence

First set $\bar G=1$ and call the resulting integral $h(\Delta)$. For $\Delta>0$, substitute $\varepsilon+\Delta/2=(\Delta/2)\cosh s$. The square root becomes $(\Delta/2)\sinh s$ and cancels the same factor in $d\varepsilon$. For $\Delta<0$ the integral starts at $|\Delta|$, and $\varepsilon-|\Delta|/2=(|\Delta|/2)\cosh s$ does the same. Both cases give

$$
h(\Delta)=e^{\beta\Delta/2}\int_0^\infty ds\,e^{-(\beta|\Delta|/2)\cosh s}
=e^{\beta\Delta/2}K_0\!\left(\frac{\beta|\Delta|}2\right),
\tag{21}
$$

where $K_0$ is a modified Bessel function. For small $|\Delta|$ the integrand stays near one until $s\simeq\ln(4k_BT/|\Delta|)$, so $h=\ln(k_BT/|\Delta|)$ plus a finite term. Temperature has replaced the arbitrary cutoff $W$ of (2).

The true $\bar G$ changes the finite term but not the coefficient. From (15) and (16), $G(0)=1$ and

$$
1-G(w)=\int_0^\infty du\,|J_{n'n}|^2\frac{w}{u+w}\le c_nw,
\qquad c_n=\int_0^\infty\frac{du}{u}|J_{n'n}|^2 .
\tag{22}
$$

For $n'\ne n$, $c_n$ is finite. The part with $u>1$ is at most one, by (15). For $u<1$, write the operator in (13) as $e^{iK}$ with $K$ Hermitian. As $\langle n'|n\rangle=0$,

$$
|J_{n'n}|^2\le\|(e^{iK}-1)|n\rangle\|^2\le\langle n|K^2|n\rangle=(2n+1)u ,
$$

so $c_n\le2n+2$. The average of $w_+$ and $w_-$ is $(\varepsilon+\varepsilon')/\hbar\omega_c$. The error made by setting $\bar G=1$ is then bounded by $c_n$ times the integral of $e^{-\beta\varepsilon}(\varepsilon+\varepsilon')/(\hbar\omega_c\sqrt{\varepsilon\varepsilon'})$, which tends to $2k_BT/\hbar\omega_c$ as $\Delta\to0$. The thermal sum over $n$ also converges.

At $\hbar\omega_0\to N\hbar\omega_c$ each initial level $n$ has one resonant partner, $n+N$. All these pairs have the same mismatch $\Delta=\Delta_N$ and the same logarithmic coefficient, and $\sum_np_n=1$. Thus

$$
\boxed{\;\nu=\frac{\alpha\omega_c}{\sqrt\pi}x^{3/2}N_0
\left[\ln\frac{k_BT}{|\Delta|}+\text{finite}\right],
\qquad \omega_0=N\omega_c\text{ at resonance.}\;}
\tag{23}
$$

This is the Gurevich–Firsov condition. Equal level spacing is essential to it. In a nonparabolic band the spacing varies with energy, and the different pairs resonate at different fields. In a numerical test of (23) with the full $G$, for $N=3$ and $\hbar\omega_c/k_BT=0.5$, the logarithmic coefficient came out as $0.99995$ above resonance and $1.00005$ below it.

A physical resistance does not diverge. Close to resonance, lowest-order scattering between sharp levels ceases to be adequate, and the width of the levels has to be included.

## 2. Oscillation, broadening and temperature

### Results carried forward

The LO-phonon frequency is $\omega_0$, the cyclotron frequency $\omega_c=eB/m$, and $l^2=\hbar/m\omega_c$. The temperature enters through $\beta=1/k_BT$, $x=\hbar\omega_0/k_BT$ and $N_0=1/(e^x-1)$. The Fröhlich constant is $\alpha$, with $|C_{\mathbf q}|^2=4\pi\alpha(\hbar\omega_0)^2r_0/Vq^2$ and $r_0^2=\hbar/2m\omega_0$. For $\nu\ll\omega_c$ the transverse resistivity is $\rho_{xx}=m\nu/n_ee^2$, with $\nu=\alpha\omega_cx^{3/2}N_0S/\sqrt\pi$. The sum $S$ runs over Landau-level pairs $n\to n+M$ with mismatch $\Delta_M=\hbar\omega_0-M\hbar\omega_c$. When the dependence of the coupling on $q_z$ is neglected, each pair contributes $p_nh(\Delta_M)$, where $p_n$ is the thermal level probability and $h$ is the integral (21), logarithmic at zero mismatch.

### The periodic part

Hold the field fixed for the moment and regard $S$ as a function of $\omega_0$. For a given $n$, the allowed transitions have $M\ge-n$. Adding the absent terms with $M<-n$ would add functions of $\omega_0$ without singularities, because their mismatches are at least $\hbar\omega_0+(n+1)\hbar\omega_c$. The sum over all integers $M$ needs a constant subtracted, since $h(\Delta)$ falls only as $\Delta^{-1/2}$ for large positive $\Delta$. After this subtraction it is periodic: a shift of $\omega_0$ by $\omega_c$ merely relabels $M$, and the term gained or lost at the distant end tends to zero. Thus $S$ is a periodic function of $\omega_0/\omega_c$ plus a smooth background.

The periodic part has harmonics $e^{2\pi ir\omega_0/\omega_c}$. Joining the periods end to end turns the coefficient for $r>0$ into an integral over the whole line:

$$
c_r=\frac1{\hbar\omega_c}\int_{-\infty}^{\infty}d\Delta\,h(\Delta)e^{-is_r\Delta},
\qquad s_r=\frac{2\pi r}{\hbar\omega_c}.
\tag{24}
$$

Write $h$ as a double integral over $\varepsilon$ and $\varepsilon'$ with $\delta(\varepsilon'-\varepsilon-\Delta)$. The exponential then separates:

$$
c_r=\frac1{\hbar\omega_c}
\int_0^\infty\!\frac{d\varepsilon}{\sqrt\varepsilon}e^{-(\beta-is_r)\varepsilon}
\int_0^\infty\!\frac{d\varepsilon'}{\sqrt{\varepsilon'}}e^{-is_r\varepsilon'}
=\frac1{\hbar\omega_c}\sqrt{\frac{\pi}{\beta-is_r}}\sqrt{\frac{\pi}{is_r}} .
\tag{25}
$$

The second integral is understood as the limit of vanishing damping. Each factor comes from one level edge. Taking $-is_r$ out of the first root gives

$$
c_r=\frac1{2r}\left(1+\frac{i\beta}{s_r}\right)^{-1/2},
\qquad \frac\beta{s_r}=\frac{\hbar\omega_c}{2\pi rk_BT}.
\tag{26}
$$

For $2\pi k_BT\gg\hbar\omega_c$ the bracket is close to one. Adding the harmonics $\pm r$ gives

$$
S_{\rm osc}=\sum_{r=1}^\infty\frac1r\cos\frac{2\pi r\omega_0}{\omega_c}
=-\ln\left|2\sin\frac{\pi\omega_0}{\omega_c}\right| .
\tag{27}
$$

The last equality follows from $\sum_r e^{ir\theta}/r=-\ln(1-e^{i\theta})$ and $|1-e^{i\theta}|=2|\sin(\theta/2)|$. Near $\omega_0=N\omega_c$, (27) has the same logarithm as (23). As a function of field it is periodic in $1/B$, with resonances at

$$
B_N=\frac{m\omega_0}{eN}.
\tag{28}
$$

The first correction in (26) multiplies $c_r$ by $1-i\beta/2s_r$. It adds a small sine to each cosine and makes the maxima slightly asymmetric. When the field is swept, the smooth background and the prefactor also vary, so the maximum of a measured curve need not lie precisely at $B_N$.

The neglected $q_z$ dependence was examined with the full Fröhlich sum for $N=3$ and $\hbar\omega_c/k_BT=0.5$. The values at $\omega_0/\omega_c=3\pm0.1$ were averaged, and the average at $3\pm0.5$ was subtracted. The result is 1.175, while (27) gives $-\ln\sin(0.1\pi)=1.174$. The closeness of these two numbers is partly a cancellation. Symmetric averaging removes the slope of the smooth background but not its curvature. By (20) and (38) below, the background of $S$ is $\tfrac43(\omega_0/\omega_c)e^{x/2}K_1(x/2)$, here with $x=0.5\,\omega_0/\omega_c$. Its second derivative with respect to $\omega_0/\omega_c$ is about $-0.072$ at 3, which adds $0.036\times(0.25-0.01)\approx0.009$ to the difference. With this removed, the oscillation of the full sum is about 1.167, some 0.7 percent below the value from (27). This shortfall contains both the neglected $q_z$ dependence and the thermal correction dropped from (26). For this case (27) is therefore accurate to better than 1 percent of the oscillation measured in this way.

For sharp Landau levels, the transverse resistivity diverges logarithmically at $\omega_0=N\omega_c$, and its oscillation is periodic in $1/B$. It remains to include the finite level width, find how the amplitude depends on temperature, and compare it with the smooth background.

Numbers in the example were calculated in double precision.
